# Gilbert Damping as a Complex Factor in the Stereographic Macrospin Equation

A small magnetic particle is magnetized at a large angle to an applied field. Its moment precesses about the field and, because of damping, spirals towards it. If exchange keeps the particle uniformly magnetized, its state is one unit vector \(\mathbf m\), a macrospin, with

\[
\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \mathbf T=-\gamma\,\mathbf m\times\mathbf B .\tag{1}
\]

Here \(\gamma>0\), \(\mathbf B\) is the effective field in tesla, and the Gilbert constant \(\alpha\) is a positive scalar. The damping term contains the unknown velocity, which couples the three components. Since \(|\mathbf m|=1\), two real variables suffice, and they can be joined into one complex variable. The question is what damping becomes in that variable.

## A quarter turn becomes multiplication by i

Project the sphere from its south pole:

\[
w=\frac{m_+}{1+m_z},\qquad m_+=m_x+im_y,\qquad |w|=\tan\frac{\theta}{2},\tag{2}
\]

where \(\theta\) is the angle from the \(z\) axis. The north pole is \(w=0\); the south pole lies at infinity and is missing from the chart. If \(\mathbf m\) moves with a tangent velocity \(\mathbf v\), so that \(\mathbf m\cdot\mathbf v=0\), the quotient rule gives the velocity of \(w\):

\[
Dw(\mathbf v)=\frac{(1+m_z)v_+-m_+v_z}{(1+m_z)^2},\qquad v_+=v_x+iv_y .\tag{3}
\]

The damping term requires \(Dw(\mathbf m\times\mathbf v)\). The components of the cross product are

\[
(\mathbf m\times\mathbf v)_+=i(m_zv_+-m_+v_z),\qquad
(\mathbf m\times\mathbf v)_z=\operatorname{Im}(m_+^*v_+).\tag{4}
\]

Tangency means \(\operatorname{Re}(m_+^*v_+)=m_xv_x+m_yv_y=-m_zv_z\). Hence \(\operatorname{Im}(m_+^*v_+)=-i(m_+^*v_++m_zv_z)\). With \(|m_+|^2=1-m_z^2\),

\[
-m_+(\mathbf m\times\mathbf v)_z=i\left[(1-m_z^2)v_++m_zm_+v_z\right].
\]

Put this and (4) into the numerator of (3):

\[
\begin{aligned}
&i(1+m_z)(m_zv_+-m_+v_z)+i\left[(1-m_z^2)v_++m_zm_+v_z\right]\\
&\quad=i\left[(m_z+m_z^2+1-m_z^2)v_+-(1+m_z-m_z)m_+v_z\right]\\
&\quad=i\left[(1+m_z)v_+-m_+v_z\right].
\end{aligned}
\]

The last bracket is the numerator of (3) for \(\mathbf v\) itself, so

\[
Dw(\mathbf m\times\mathbf v)=i\,Dw(\mathbf v).\tag{5}
\]

The operation \(\mathbf m\times\) turns a tangent vector by a right angle, and the projection preserves that turn.

## The damped equation

Apply the linear map \(Dw\) to (1). By (5), \(\dot w=Dw(\mathbf T)+i\alpha\dot w\), or

\[
(1-i\alpha)\,\dot w=F,\qquad F=Dw(\mathbf T).\tag{6}
\]

This holds for any tangent torque \(\mathbf T\) that does not contain \(\dot{\mathbf m}\). If \(\mathbf T\) is also free of \(\alpha\), damping enters (6) only through the factor on the left.

The sign of \(i\) belongs to the chart. The conjugate of (6) is \((1+i\alpha)\dot w^*=F^*\). Projection from the north pole uses \(\zeta=m_+/(1-m_z)=1/w^*\), for which \(\dot\zeta=-\zeta^2\dot w^*\), so that

\[
(1+i\alpha)\,\dot\zeta=-\zeta^2F^* .\tag{7}
\]

Both equations describe the same motion.

Two conditions lie behind the constant factor. The chart must satisfy (5), that is, preserve angles with their sense; reversing the sense gives the conjugate. The damping must also be a scalar. Both can be tested by dividing the undamped by the damped chart velocity at 60 random states with \(|m_z|<0.8\) and random torques. For \(\alpha=0.3\) the ratio is \(1-0.3i\) in the chart \(w\) and \(1+0.3i\) in the chart \(\zeta\). In the equal-area chart \(m_+/\sqrt{1+m_z}\) it varies from state to state with a standard deviation of 0.31. In the chart \(w\), with \(\alpha\) replaced by a diagonal tensor with entries 0.5, 0.1 and 0.3, the standard deviation is 0.12. Both values depend on the states drawn; what matters is that they are not zero.

## The force for a magnetic field

Let \(s=|w|^2\) and \(B_\pm=B_x\pm iB_y\). Inverting (2) gives

\[
m_+=\frac{2w}{1+s},\qquad m_z=\frac{1-s}{1+s},\qquad 1+m_z=\frac{2}{1+s}.\tag{8}
\]

Since \(m_+/(1+m_z)=w\), equation (3) is also \(Dw(\mathbf v)=\tfrac12(1+s)(v_+-wv_z)\). For \(\mathbf v=\mathbf m\times\mathbf B\), the component formulas (4) give

\[
v_+=\frac{i[(1-s)B_+-2wB_z]}{1+s},\qquad
v_z=\frac{w^*B_+-wB_-}{i(1+s)} .
\]

Because \(-1/i=i\), the term \(-wv_z\) contributes \(i(sB_+-w^2B_-)/(1+s)\). The terms in \(sB_+\) cancel, and with \(\mathbf T=-\gamma\,\mathbf m\times\mathbf B\)

\[
(1-i\alpha)\dot w=-\frac{i\gamma}{2}\left(B_+-2wB_z-w^2B_-\right).\tag{9}
\]

A spin current polarized along a unit vector \(\mathbf p\) can add a damping-like torque \(-\gamma b\,\mathbf m\times(\mathbf m\times\mathbf p)\), with \(b\) a constant in tesla. By (5) its projection is \(-i\gamma b\,Dw(\mathbf m\times\mathbf p)\). It therefore replaces \(\mathbf B\) by the complex vector \(\mathbf B+ib\mathbf p\) in (9), where \(B_\pm\) still means \(B_x\pm iB_y\). The factor on the left is unchanged. If \(\mathbf B\) and \(\mathbf p\) both point along \(z\), then \((1-i\alpha)\dot w=i\gamma(B+ib)w\), and \(|w|\) decays at the rate \(\gamma(\alpha B+b)/(1+\alpha^2)\). A current with \(b=-\alpha B\) stops the decay, although it acts through \(F\) and leaves \(\alpha\) as it was.

## Energy and the sign of the damping

Let the field derive from an energy density \(E(\mathbf m)\), so that \(\delta E=-M_s\mathbf B\cdot\delta\mathbf m\), with \(M_s\) the magnetization. By (5), \(Dw\) rotates the tangent plane and stretches all its vectors by one factor \(\lambda\). A unit vector along the azimuth has \(v_z=0\) and \(|v_+|=1\), so \(\lambda=1/(1+m_z)=(1+s)/2\). Scalar products of tangent vectors are then \(\mathbf u\cdot\mathbf v=\operatorname{Re}[Dw(\mathbf u)^*Dw(\mathbf v)]/\lambda^2\). With \(\mathbf B_t\) the tangent part of \(\mathbf B\),

\[
\delta E=-\frac{M_s}{\lambda^2}\operatorname{Re}\left[Dw(\mathbf B_t)^*\delta w\right]
=2\operatorname{Re}\left[\left(\frac{\partial E}{\partial w^*}\right)^{\!*}\delta w\right].
\]

The second form holds because \(E\) is real. As \(\delta w\) is arbitrary, \(Dw(\mathbf B_t)=-(2\lambda^2/M_s)\,\partial E/\partial w^*\). The radial part of \(\mathbf B\) exerts no torque, so \(F=-i\gamma Dw(\mathbf B_t)\) and

\[
(1-i\alpha)\dot w=\frac{i\gamma}{2M_s}(1+s)^2\frac{\partial E}{\partial w^*}.\tag{10}
\]

For a static \(E\), solve (10) for the derivative and insert it in \(\dot E=2\operatorname{Re}[(\partial E/\partial w^*)\dot w^*]\):

\[
\dot E=\frac{4M_s|\dot w|^2}{\gamma(1+s)^2}\operatorname{Re}[-i(1-i\alpha)]
=-\frac{4\alpha M_s|\dot w|^2}{\gamma(1+s)^2}
=-\frac{\alpha M_s}{\gamma}|\dot{\mathbf m}|^2.\tag{11}
\]

The real part of the factor gives motion along lines of constant energy, and its imaginary part gives the loss.

## When time itself may be made complex

Define \(\tau=t/(1-i\alpha)\). Equation (6) then reads \(dw/d\tau=F\), which looks like the undamped equation. Replacing \(t\) by \(\tau\) in an undamped solution is justified if \(F\) is an analytic function of \(w\) alone, free of \(w^*\) and of explicit time. A constant uniform field meets this condition, by (9).

For \(\mathbf B=B\mathbf n\) the solution can be written out. Set \(w=\chi_2/\chi_1\) and let

\[
\frac{d}{d\tau}\begin{pmatrix}\chi_1\\ \chi_2\end{pmatrix}
=-\frac{i\gamma B}{2}\begin{pmatrix}n_z&n_-\\ n_+&-n_z\end{pmatrix}
\begin{pmatrix}\chi_1\\ \chi_2\end{pmatrix}.\tag{12}
\]

Then \(dw/d\tau=(\chi_2'-w\chi_1')/\chi_1=-\tfrac{i\gamma B}{2}[n_+-n_zw-w(n_z+n_-w)]\), with primes for \(d/d\tau\), which is (9). The matrix in (12) squares to the identity, so its exponential is \(\cos\varphi-i(\text{matrix})\sin\varphi\), with \(\varphi=\gamma B\tau/2\). Starting from \((1,w_0)\),

\[
w(t)=\frac{w_0(\cos\varphi+in_z\sin\varphi)-in_+\sin\varphi}
{\cos\varphi-in_z\sin\varphi-in_-w_0\sin\varphi}.\tag{13}
\]

At long times \(\operatorname{Im}\varphi\) is large and positive, so \(\sin\varphi\to i\cos\varphi\) and

\[
w\to\frac{w_0(1-n_z)+n_+}{1+n_z+n_-w_0}=\frac{n_+}{1+n_z}.
\]

The last equality follows from \(n_+n_-=1-n_z^2\) and requires \(n_z\neq-1\); for a field along \(-z\), \(|w|\) grows without limit and the moment goes to the south pole, again along the field. The moment ends along the field, unless it starts exactly opposite to it, where the denominator vanishes. For \(\mathbf n=(0.6,0,0.8)\), \(\alpha=0.1\), \(\gamma Bt=12\) and a start in the \(xz\) plane at 150° from \(z\), formula (13) and direct integration of (1) both give \(\mathbf m=(0.86064,-0.48162,0.16535)\).

An anisotropy field changes the situation. Add \(B_km_z\) along \(z\) to a field \(B\) along \(z\):

\[
(1-i\alpha)\dot w=i\gamma w\left[B+B_k\frac{1-ww^*}{1+ww^*}\right].\tag{14}
\]

The equation is correct, but its right side contains \(w^*\). When an undamped solution is continued to complex time, the function that replaces \(w^*\) is no longer the conjugate of \(w\). In this case the undamped motion has constant \(m_z\), so the continuation keeps the anisotropy field frozen at its initial value while the real moment turns. With \(B_k/B=0.5\), \(\alpha=0.1\), \(\gamma Bt=30\) and a start at 150°, equations (1) and (14) both give \(m_z=0.891\); the continuation gives 0.352.

## Reversal of a YIG sphere

Yttrium iron garnet (YIG) is an insulator with weak damping. In a uniformly magnetized sphere the demagnetizing field is antiparallel to \(\mathbf m\) and exerts no torque, so (9) holds with the applied field alone if crystal anisotropy is neglected. Take a radius \(R=20\) nm, 200 mT along \(z\), \(\alpha=0.001\), and \(\gamma=1.7588\times10^{11}\) rad/(s T). Then

\[
w=w_0\exp\left(\frac{i\gamma Bt}{1-i\alpha}\right)
=w_0\exp\left[\frac{(i-\alpha)\gamma Bt}{1+\alpha^2}\right],\tag{15}
\]

and the time to go from \(\theta_0\) to \(\theta_1\) is

\[
t=\frac{1+\alpha^2}{\alpha\gamma B}\ln\frac{\tan(\theta_0/2)}{\tan(\theta_1/2)}.\tag{16}
\]

The precession rate \(\gamma B=3.518\times10^{10}\) rad/s corresponds to 5.60 GHz, and \(|w|\) decays with the time constant \(1/(\alpha\gamma B)=28.43\) ns. From 150° to 30°, \(|w|\) falls from 3.732 to 0.268 and the logarithm is 2.634. The reversal takes \(28.43\times2.634=74.9\) ns, or 419 turns. Integration of (1) gives the same time. For fixed angles and field, \(t\) is least at \(\alpha=1\), where \((1+\alpha^2)/\alpha\) has its minimum; for small \(\alpha\) it grows as \(1/\alpha\).

**Anisotropy and shape.** The rough values \(M_s=140\) kA/m and \(K_1=-0.6\) kJ/m³ give a cubic anisotropy field \(2|K_1|/M_s=8.6\) mT, 4% of the applied field. With the field along a cube axis and a start in the \(xz\) plane, integration including this anisotropy changes the reversal time by 0.01% and the time to first reach 90° from 37.44 to 37.37 ns. Since \(m_z\) now wobbles slightly within each turn, other starting azimuths alter both times by amounts below 0.1 ns. The first shift is small because the anisotropy energy, averaged over a turn, is even in \(m_z\). Its axial field is odd, so to first order it speeds one half of this symmetric path as much as it slows the other. Each half is itself shifted by only about 0.05 ns, because the averaged axial field, proportional to \(m_z(2-\tfrac72\sin^2\theta)\), changes sign at 131° and 49°; a uniaxial field of the same 8.6 mT would shift the first half by about 0.9 ns. Part of the advance at 90° comes from the wobble, which lets \(m_z\) touch zero about 0.04 ns before its turn average does. A particle elongated by 5% has a shape field of 3.4 mT, 1.7% of the applied field. With the long axis along the applied field it delays the 90° crossing by about 0.3 ns and the full reversal by about 0.01 ns.

**Temperature.** Let \(V\) be the volume and \(u=\ln|w|\), so \(1/\sin\theta=\cosh u\) and \(du=d\theta/\sin\theta\). By (15), \(u\) falls at the rate \(r=\alpha\gamma B/(1+\alpha^2)\). Hence \(\dot\theta=-r\sin\theta\), which is a mobility \(r/(M_sVB)\) times the torque \(-M_sVB\sin\theta\). The Einstein relation gives the angular diffusion constant \(D=r\epsilon\), with \(\epsilon=kT/(M_sVB)=0.00441\) at 300 K. For weak noise the variance of \(u\) accumulates along the noiseless path, where \(dt=|du|/r\):

\[
\sigma_u^2=\int\frac{2D\,dt}{\sin^2\theta}=2\epsilon\int_{-U}^{U}\cosh^2u\,du
=2\epsilon\left(U+\tfrac12\sinh2U\right).\tag{17}
\]

Here \(U=2.634/2=1.317\), so \(\sigma_u^2=0.00882\times4.78=0.0422\) and \(\sigma_u=0.205\). The relative spread of the reversal time is \(0.205/2.634=7.8\%\), or 5.8 ns, for a sharply prepared start. A stochastic simulation of 4000 particles gives 7.7%. It uses \(\alpha=0.5\) at the same \(\epsilon\), since \(\alpha\) drops out of the relative spread in (17).

**Uniformity.** The exchange energy density \(A|\nabla\mathbf m|^2\) opposes a small deviation of wavenumber \(k\) with a field \(2Ak^2/M_s\). With free surface spins, the lowest nonuniform pattern in a sphere has \(kR=2.082\). For a rough \(A=3.7\) pJ/m the field is 573 mT, above the 376 mT of \(B+\mu_0M_s\). This comparison of sizes supports the macrospin picture at this radius but does not prove stability throughout the reversal.

Set beside real YIG, the least certain input is the damping. The best bulk crystals have \(\alpha\) of order \(10^{-4}\) or below, while 0.001 is a round value assumed for a small particle; \(\alpha=10^{-4}\) would make the reversal ten times longer, about 750 ns. Nor would this sphere serve as a memory. For \(K_1<0\) the cubic energy density is \(K_1/3\) along the easy body diagonals and \(K_1/4\) at the saddles between them, so the barrier is \(|K_1|V/12\). Since \(|K_1|V/kT=(|K_1|/M_sB)/\epsilon=0.0214/0.00441=4.9\), the barrier is about \(0.4\,kT\), too low to hold a direction without a field. The 150° start must therefore be prepared actively, for example by another field that is switched off in a time short compared with a precession period. Such a start is not sharp at 300 K: a moment in equilibrium with a total field of 200 mT at 150° adds about \(\epsilon/\sin^2\theta_0=4\epsilon\) to \(\sigma_u^2\), which raises the spread of the reversal time from 7.8% to about 9%. The numerical output below lists the values used here.

## Calculated quantities

```
Pointwise test, alpha = 0.3
  factor, w chart: 1.0000 -0.3000 i
  factor, opposite-pole chart: 1.0000 +0.3000 i
  scatter of factor, equal-area chart: 0.312
  scatter of factor, tensor damping: 0.118
Tilted field n = (0.6, 0, 0.8), alpha = 0.1, gamma B t = 12, start 150 deg
  m, complex-time formula: [ 0.86064 -0.48162  0.16535]
  m, vector equation:      [ 0.86064 -0.48162  0.16535]
Uniaxial field ratio Bk/B = 0.5, alpha = 0.1, gamma B t = 30, start 150 deg
  mz, vector equation: 0.8911
  mz, w equation: 0.8911
  mz, complex-time continuation (wrong): 0.3515
YIG sphere, inputs
  Ms = 140 kA/m, A = 3.7 pJ/m, K1 = -0.60 kJ/m3
  alpha = 0.001, B = 200 mT, radius = 20 nm, T = 300 K
  gamma (g = 2) = 1.7588e+11 rad/(s T)
YIG sphere, reversal from 150 to 30 deg
  |w| at start = 3.7321, at end = 0.2679
  log of ratio = 2.6339
  precession frequency = 5.598 GHz
  decay time of |w| = 28.43 ns
  reversal time, formula = 74.88 ns
  reversal time, vector equation = 74.88 ns
  turns during reversal = 419.2
  angle at 18.72 ns = 125.3 deg
  angle at 37.44 ns = 90.0 deg
  angle at 56.16 ns = 54.7 deg
Neglected effects
  cubic anisotropy field 2|K1|/Ms = 8.57 mT
  reversal time with it = 74.89 ns (+0.01 %)
  time to 90 deg without it = 37.44 ns, with it = 37.37 ns
  kT/(Ms V B) = 0.00441
  thermal spread of reversal time, formula = 7.8 % = 5.8 ns
  thermal spread, stochastic simulation = 7.7 %
  shape field at aspect ratio 1.05 = 3.41 mT
  root of j1' = 2.0816
  exchange field of lowest nonuniform mode = 573 mT
  mu0 Ms = 176 mT, B + mu0 Ms = 376 mT
```
